Why Copper Can Corrode Rapidly Beside a More Noble Barrier

**Q:** During copper polishing, the slurry barely attacks a blanket copper film. Once the barrier metal is exposed, small copper features can lose thickness much faster. The slurry is the same, so what has changed?

**A:** One thing that has changed is that the copper has acquired a second metal on which the oxidizer can be reduced. Mechanical dishing by the pad also thins copper features at this stage; here I treat only the electrochemical part. Copper dissolves by

Cu → Cu²⁺ + 2e⁻,

and the electrons must be consumed by a reduction reaction, such as that of oxygen or peroxide. On isolated copper both reactions share the same surface. When copper touches the barrier, electrons released at the copper can be consumed on the barrier too.

Let E be the potential of the metal relative to the solution, measured against a reference electrode. I count anodic current, which leaves the metal for the solution, as positive. For isolated copper, with corrosion potential E_Cu and corrosion current density i_Cu, the net current density is

j_Cu(E) = i_Cu [10^((E−E_Cu)/b_a) − 10^(−(E−E_Cu)/b_c)].

The first term is copper dissolution and the second is reduction of the oxidizer. The Tafel slopes b_a and b_c are the potential changes that alter each current tenfold. At E_Cu the two terms are equal, so the net current is zero although copper still dissolves at i_Cu. The corrosion potential is therefore already a mixed potential, set by two different reactions.

**Q:** What does "more noble" mean here? Tantalum has a much lower standard potential than copper, yet people worry about tantalum barriers as well.

**A:** It means that the barrier's separate corrosion potential E_B, in this slurry and with its actual surface film, lies above E_Cu. Standard potentials do not decide this, because an oxide film can suppress dissolution and shift the corrosion potential. The order can change with the slurry.

For the barrier I write

j_B(E) = i_B [10^((E−E_B)/b_aB) − 10^(−(E−E_B)/b_cB)].

Suppose the two metals are well connected and the solution potential is uniform. They then share one E. With no external circuit, their total currents cancel. If A_Cu and A_B are the wetted areas,

A_Cu j_Cu(E) + A_B j_B(E) = 0.

Dividing by A_Cu and setting r = A_B/A_Cu gives

j_Cu(E) + r j_B(E) = 0.

Area enters because current, not current density, is conserved.

**Q:** Does this equation force the copper potential upward, or could a large barrier pull it down?

**A:** The order of E_Cu and E_B settles the direction. Differentiating the copper current gives

dj_Cu/dE = ln(10) i_Cu [10^((E−E_Cu)/b_a)/b_a + 10^(−(E−E_Cu)/b_c)/b_c] > 0.

The same holds for j_B, so the total current rises steadily with E and has at most one zero. Take E_B > E_Cu. At E = E_Cu the copper term vanishes and the barrier term is negative. At E = E_B the barrier term vanishes and the copper term is positive. The zero therefore lies strictly between the two separate potentials.

Copper dissolution is i_diss = i_Cu 10^((E−E_Cu)/b_a), which exceeds i_Cu when E > E_Cu. A nobler barrier thus accelerates copper dissolution in this model. If E_B < E_Cu, both signs reverse and the barrier protects the copper.

**Q:** That locates the root. What physically pushes the potential there?

**A:** Imagine holding the joined metals at E_Cu with an external instrument and then releasing them. Copper has zero net current, but the barrier is below its own corrosion potential, so reduction dominates on it. Reduction removes electrons from the metal, leaving it more positive. If C is the total interfacial capacitance per unit copper area,

C dE/dt = −(j_Cu + r j_B).

The minus sign appears because anodic current carries positive charge out of the metal. At release the right side is positive, so E rises. Copper dissolution then speeds up and reduction slows down until they balance.

This is a thought experiment about cause. Two metals that first settled separately and were then touched together would share charge. With equal capacitance per area they would start at (E_Cu + rE_B)/(1+r), which can lie above the final potential. They would then relax downward to the same root.

**Q:** Can you get a dissolution rate without solving the equation numerically?

**A:** Yes, under two more assumptions: the cathodic slope is the same on both metals, b_cB = b_c, and barrier oxidation is negligible. Let x = E − E_Cu. The barrier's cathodic current density is

i_B 10^(−(E−E_B)/b_c) = i_B 10^((E_B−E_Cu)/b_c) 10^(−x/b_c),

because E − E_B = x − (E_B − E_Cu). Define

κ = (i_B/i_Cu) 10^((E_B−E_Cu)/b_c).

The barrier term becomes i_Cu κ 10^(−x/b_c). Since copper's cathodic term is i_Cu 10^(−x/b_c), κ is the ratio of reduction current densities on barrier and copper at the same potential. Equating dissolution to total reduction gives

i_Cu 10^(x/b_a) = i_Cu 10^(−x/b_c) + r i_Cu κ 10^(−x/b_c)
= i_Cu (1 + rκ) 10^(−x/b_c).

Write K = 1 + rκ, cancel i_Cu, and multiply by 10^(x/b_c):

10^(x(1/b_a + 1/b_c)) = K.

Taking the logarithm, and using 1/b_a + 1/b_c = (b_a+b_c)/(b_a b_c),

E − E_Cu = [b_a b_c/(b_a+b_c)] log₁₀ K.

Finally, dividing this shift by b_a gives the exponent of the dissolution rate:

i_diss/i_Cu = 10^(x/b_a) = K^(b_c/(b_a+b_c)).

The area-weighted cathodic strength is rκ. If it is small, coupling hardly matters. If it is large, the rate grows as r^(b_c/(b_a+b_c)) for as long as barrier oxidation stays negligible. That is slower than r, because the rise in potential also weakens reduction.

**Q:** Put in numbers for a ruthenium liner.

**A:** I take rough values for an inhibited oxidizing slurry: E_Cu = 300 mV and E_B = 550 mV against the standard hydrogen electrode, i_Cu = 10 μA/cm², i_B = 2 μA/cm², b_a = 60 mV/decade and b_c = 150 mV/decade. The barrier has the same cathodic slope and an anodic slope of 200 mV/decade. Then

κ = (2/10) × 10^(250/150) = 9.28.

Let copper occupy 2% of the exposed metal area, so r = 0.98/0.02 = 49. This gives

K = 1 + 49 × 9.283 = 455.9,
E − E_Cu = (60 × 150/210) × log₁₀(455.9) = 114 mV,
i_diss = 10 × 455.9^(150/210) = 793 μA/cm².

Keeping barrier oxidation gives 778 μA/cm² at 413.5 mV, so the short formula is about 2% high.

Faraday's law converts this to thickness. Each copper atom supplies two electrons, so with molar mass M, density ρ and Faraday constant F,

thickness rate = i_diss M/(2Fρ).

One μA/cm² corresponds to 0.02205 nm/min. The isolated rate of 0.22 nm/min becomes 17 nm/min, an increase of about 78 times.

**Q:** Is that increase present throughout the polishing step?

**A:** No, because the exposed area ratio changes. With 20% copper, r = 4 and the full balance gives 134 μA/cm², or 3.0 nm/min. Later the barrier is cleared from the field and survives only as liner edges. For a 50 nm copper line with a 2 nm liner on each side, r = 2 × 2/50 = 0.08. The rate is then 14.9 μA/cm², or 0.33 nm/min, about 1.5 times the isolated value. With these kinetics held fixed, the vulnerable interval is the one in which sparse copper sits in a broad exposed barrier.

Local thinning and total copper loss behave differently. Averaged over all exposed metal, the dissolution current densities are 13.8, 26.8 and 15.6 μA/cm² for r = 0.08, 4 and 49. To see why there is a maximum, write p = b_c/(b_a+b_c). The average is proportional to K^p/(1+r), and setting its logarithmic derivative to zero gives

pκ/(1+rκ) = 1/(1+r).

Cross-multiplication gives pκ + pκr = 1 + κr, hence

r = (pκ − 1)/[κ(1−p)].

A maximum exists only if pκ > 1; otherwise the average falls steadily as r grows. Here p = 0.714 and κ = 9.28, so the maximum is near r = 2.1, or 32% copper. Sparse features thin fastest even though their small area makes the total copper loss modest. A measurement of dissolved copper in the waste slurry could therefore miss severe local recess.

**Q:** If I put an ammeter between a copper coupon and a barrier coupon, do I read the corrosion rate?

**A:** You read the galvanic current, which is copper's net current:

j_g = i_diss − copper's own cathodic current density.

For r = 49 the difference is small: 778.3 − 1.8 = 776.6 μA/cm² after rounding. For the liner-edge case the copper's own reduction current is 10 × 10^(−10.3/150) = 8.5 μA/cm². The ammeter would show about 6.3 μA/cm² while copper dissolved at 14.9 μA/cm². In the short formula, dissolution is K times copper's own reduction current, so the ammeter reads a fraction 1 − 1/K of the dissolution current. It seriously understates dissolution unless rκ is large.

**Q:** Should I simply choose the barrier with the lowest corrosion potential above copper?

**A:** Potential alone is not enough, because κ also contains i_B. Keep r = 49 and the copper kinetics fixed, but take a nobler barrier with E_B = 650 mV and a sluggish surface with i_B = 0.02 μA/cm². Then

κ = (0.02/10) × 10^(350/150) = 0.43.

The full balance gives 91 μA/cm² instead of 778. The nobler metal does less harm because it reduces the oxidizer more slowly at the shared potential.

Nor does a higher mixed potential by itself mean faster corrosion when the copper film changes. Suppose a different film doubles copper's b_a to 120 mV/decade while i_Cu and E_Cu stay fixed. The potential rises from 413.5 to 473 mV, but dissolution falls to 278 μA/cm². Copper now responds less strongly to potential, so E must climb further before oxidation matches reduction. The climb also weakens reduction, and the balance settles at a smaller current.

**Q:** Where does the short formula fail outright?

**A:** It fails when barrier oxidation matters, most clearly when the order of nobility is reversed. With E_B = 200 mV and the other values of the r = 49 case unchanged, the formula has κ = 0.043 and K = 3.1, and it predicts a 2.2-fold acceleration. The full balance gives E = 214 mV and a copper rate of 0.37 μA/cm², which is protection. The formula has discarded the barrier oxidation that supplies the protecting electrons. It should be used only when E stays well below E_B.

A second failure occurs when delivery of oxidizer, rather than surface kinetics, limits reduction. If each metal receives the same limiting current density i_L, isolated copper dissolves at i_L. The couple collects i_L from copper and r i_L from the barrier, so

i_diss = (1+r) i_L.

This holds only while barrier oxidation is negligible and reduction on both metals is at its transport limit; the gain is then 1+r, and κ drops out. With i_L = 0.05 μA/cm², r = 49 and barrier oxidation omitted, the numerical gain is 50.01, against 50 from this limit. For the barrier of the ruthenium example, however, the omission is not justified at so small a current. The shared potential falls to about 216 mV, where barrier oxidation supplies about 2.1 of the 2.5 μA/cm² consumed per unit copper area and copper supplies only about 0.4. The gain is then about 8. With so small a limit, 300 and 550 mV are no longer the separate corrosion potentials: these drop to about 162 mV for copper and 230 mV for the barrier, so the couple sits close to the barrier's own potential. In either case the copper current is at most about 2.5 μA/cm², so a large ratio need not mean a large thickness loss.

**Q:** Is oxidizer delivery limiting in your ruthenium example?

**A:** Not on this estimate. For dissolved oxygen, four electrons are consumed per molecule, so i_L = 4FDc/δ. With rough values D = 2 × 10⁻⁵ cm²/s, c = 0.25 mmol/L and a diffusion layer δ = 20 μm, the limit is 965 μA/cm². The barrier needs 16 μA/cm². Including the limit on both metals lowers copper dissolution by 1.2%. This assumes that flow keeps the oxygen concentration at c on the far side of the layer. The assumption matters: a closed 20 μm film holds only 4Fcδ ≈ 190 μC/cm², about 12 s of consumption at 16 μA/cm². If reduction is proportional to oxygen concentration, halving it lowers the copper rate from 778 to about 470 μA/cm².

**Q:** A polishing pad leaves a very thin slurry film. Can distant barrier metal really drive a small copper pad?

**A:** That depends on the voltage needed to carry ionic current through the film. Let its thickness be h and its conductivity σ, and neglect potential differences across the thickness. Since E is the metal potential minus the solution potential, up to a reference constant, the lateral current per unit width is hσ∇E. Current entering from the metal is its source, so

hσ∇²E = j(E),

where j is the local net current density of whichever metal lies below.

Consider a copper disk of radius a surrounded by its share of barrier, out to R = a√(1+r). No current crosses R. If j_g is nearly uniform over the disk, the current through a circle of radius s inside it is πs²j_g. Dividing by 2πs hσ gives dE/ds = j_g s/(2hσ), and the drop from centre to edge is

ΔE₁ = j_g a²/(4hσ).

Outside, the barrier consumes j_g/r per unit area. The current still flowing at s is π(j_g/r)(R²−s²), because R²−a² = ra². Dividing by 2πs hσ and integrating from a to R gives

ΔE₂ = [j_g/(2rhσ)] [R² ln(R/a) − (R²−a²)/2].

For h = 20 μm, σ = 5 mS/cm, a = 50 μm and r = 49, these are 0.49 and 1.45 mV, together 1.94 mV. Solving the film equation with the full kinetics gives 1.90 mV and a mean copper rate of 766 μA/cm², within 2% of the uniform-potential result. The film is not very thin against this radius: resolving the potential across the thickness raises the drop to about 2.0 mV and lowers the mean rate by about 1 μA/cm².

Now increase the copper radius to 1000 μm at the same r. The estimate scales as a², so it would give about 775 mV. That exceeds the entire 250 mV difference between the separate potentials, so the uniform-current assumption has failed. The film solution gives a 150 mV drop and a mean copper rate of 191 μA/cm², or 4.2 nm/min. The local rate is 101 μA/cm² at the centre and about 363 μA/cm² at the copper edge (the output's 355 is the outermost mesh ring, slightly inside the edge, and shifts with the mesh). Area ratio alone therefore overpredicts corrosion of large pads, and the attack concentrates near the barrier.

**Q:** How close is all this to a real polishing process?

**A:** Ruthenium is a real liner material for narrow copper lines, but the kinetic values here are rough and do not describe a named slurry. The 2% copper case is deliberately sparse. Its 17 nm/min is small beside bulk copper polishing rates, which are roughly hundreds of nm/min, yet it matters where only a few nanometres of recess are acceptable. Real polishing also breaks the assumption of fixed surface films, because abrasion removes inhibitor and oxide. If abrasion raised i_Cu tenfold with E_Cu and the barrier kinetics fixed, κ would fall tenfold and K would become 46.5. The short formula would then give 100 × 46.5^0.714 ≈ 1550 μA/cm², about twice the earlier result.

Other changes are comparable. A barrier cathodic slope of 120 instead of 150 mV/decade raises the r = 49 rate by 42%. Warming from 298 to 318 K multiplies it by 2.3, if both corrosion currents have a 40 kJ/mol activation energy, slopes scale with absolute temperature and corrosion potentials stay fixed. The currents themselves grow by 2.8, but the wider slopes reduce κ.

Copper redeposition is small here. With a diffusion coefficient of 7 × 10⁻⁶ cm²/s, diffusion through 20 μm gives about 1.2 mmol/L of Cu²⁺ at the surface. Taking 340 mV as the standard potential, the Nernst equation puts copper's equilibrium potential near 253 mV, about 160 mV below the mixed potential. The ratio of reverse to forward reaction is then exp(−2F × 0.160 V/(R_gas T)), or about 4 × 10⁻⁶, where R_gas is the gas constant and T = 298 K. This assumes that flow keeps the solution beyond that layer nearly free of copper and that the ions remain soluble. If they precipitate as a protective film, the copper kinetics must be measured again.

**Q:** What should I measure before blaming the barrier?

**A:** Measure separate polarization curves for both metals in the actual slurry, preferably under abrasion and at the polishing temperature. If copper dissolution keeps rising with potential, the two corrosion potentials give the direction of the effect. If the copper passivates instead, a nobler barrier can slow its dissolution. For the magnitude, add the currents using the areas exposed at each stage and find the zero. This gives the shared potential and copper's net current. Where copper's own reduction current matters, add it back to obtain the dissolution rate. Check the ohmic drop as well: in a film like this one at r = 49, the uniform-current estimate already gives about 30 mV for a copper radius of 200 μm.

Reducing exposed barrier area, slowing reduction on the barrier, or making copper oxidation less responsive to potential each lowers the copper rate in this model, provided the barrier is nobler, reduction is under kinetic rather than transport control, and the other kinetic parameters stay fixed. In the i_L = 0.05 μA/cm² case, halving i_B or doubling b_a raises the copper rate from 0.4 to about 1.1 μA/cm². A slurry additive may change several of them at once, so its effect has to be judged from the new pair of curves. The numerical output below lists most of the values discussed here. In it, "per wafer area" means per unit area of exposed metal, and "transport-limited gain" is calculated with barrier oxidation omitted.

Calculated quantities

```
Rough inputs; potentials vs SHE
E_Cu, E_B: 300, 550 mV
i_Cu, i_B: 10.0, 2.0 uA/cm2
Cu b_a, b_c: 60, 150 mV/decade
barrier b_a, b_c: 200, 150 mV/decade
line width, liner thickness: 50, 2 nm
kappa, cathodic density ratio: 9.283
rate exponent b_c/(b_a+b_c): 0.7143
thickness rate per uA/cm2: 0.02205 nm/min
isolated Cu rate: 0.2205 nm/min
liner edges: r=0.08, K=1.743, E=310.3 mV
  full: 14.86 uA/cm2, 0.328 nm/min
  closed: E=310.3 mV, 14.87 uA/cm2
  gain=1.49, per wafer area=13.76 uA/cm2
20% copper: r=4, K=38.13, E=367.6 mV
  full: 134.04 uA/cm2, 2.956 nm/min
  closed: E=367.8 mV, 134.74 uA/cm2
  gain=13.40, per wafer area=26.81 uA/cm2
2% copper: r=49, K=455.9, E=413.5 mV
  full: 778.34 uA/cm2, 17.164 nm/min
  closed: E=414.0 mV, 792.82 uA/cm2
  gain=77.83, per wafer area=15.57 uA/cm2
All following cases use 2% copper
galvanic current per Cu area: 776.6 uA/cm2
Cu own cathodic current: 1.752 uA/cm2
barrier cathodic current: 16.26 uA/cm2
capacitance on each metal: 20 uF/cm2
initial potential rise: 4.543 V/s
time to 90% of shift: 67.16 ms
slow noble barrier: E_B=650 mV, i_B=0.02 uA/cm2, Cu rate=91.28 uA/cm2
Cu b_a=120 mV/dec: E=473.3 mV, rate=278.2 uA/cm2
reversed, E_B=200 mV: E=214.3 mV, rate=0.373 uA/cm2
transport-limited gain: 50.01
omitting barrier oxidation: 1.861 %
barrier b_c=120: rate change: 42.26 %
oxygen current limit: 964.9 uA/cm2
oxygen limit: rate change: -1.206 %
warming 298.15 to 318.15 K, activation 40 kJ/mol
  rate multiplier=2.307, prefactor=2.758
surface Cu2+ concentration: 1.152 mmol/L
reverse Cu fraction: coupled 3.78e-06, isolated 3.33e-04
film: 20 um, 5 mS/cm
50 um radius: drop=1.902 mV, estimate=1.938 mV
  mean Cu rate=765.7 uA/cm2
1000 um radius: drop=150.1 mV
  mean=191.3, centre=101.2, edge=355.1 uA/cm2
```
